# Thermomigration of an Insulating Spherical Void by Surface Diffusion

## Void motion in a temperature gradient

Suppose the speed of a void in a hot solid is estimated by applying the distant temperature gradient to the atoms on its wall. The estimate is one third too low, because an insulating void steepens the gradient along its own surface. Suppose also that the void is given the drift speed of a single atom, whatever the void's size. Then the ordering of a population of voids is lost: where surface diffusion carries the atoms, a void of radius 0.25 μm moves eight times as fast as one of 2 μm in the same gradient. Both errors are removed by solving for the heat flow around the void and then counting the atoms that its wall must carry.

### The model

An empty spherical void of radius $a$ lies in a large isotropic solid of constant heat conductivity $K$. The origin is at its centre, $\theta$ is the polar angle from the $z$ axis, and far away the temperature is $T_0+Gz$ with $G>0$. The pole $\theta=0$ is therefore the hot one. No heat crosses the void. Atoms move along the wall by surface diffusion, and the wall can gain or lose atoms anywhere without a barrier. The temperature variation across the void is small compared with $T_0$, and results hold to leading order in $Ga/T_0$ unless a correction is stated.

The void moves so slowly that the temperature field is steady at each position of the void. This requires $Va/\alpha\ll1$, where $V$ is the void velocity and $\alpha$ the thermal diffusivity.

### The temperature of the wall

In the solid, steady conduction gives

$$\nabla^2T=0,\qquad \left.\frac{\partial T}{\partial r}\right|_{r=a}=0. \tag{1}$$

The distant field varies as $z=r\cos\theta$, and a sphere does not mix different angular harmonics. We therefore write $T=T_0+f(r)\cos\theta$. Laplace's equation becomes

$$f''+\frac{2}{r}f'-\frac{2}{r^2}f=0. \tag{2}$$

A power $r^n$ solves it if $n(n-1)+2n-2=(n-1)(n+2)=0$, so $n=1$ or $n=-2$. The distant gradient fixes the coefficient of $r$:

$$f(r)=Gr+\frac{B}{r^2}. \tag{3}$$

The insulating condition requires $f'(a)=G-2B/a^3=0$, hence $B=Ga^3/2$ and

$$T=T_0+G\cos\theta\left(r+\frac{a^3}{2r^2}\right). \tag{4}$$

At $r=a$ the bracket equals $a+a/2$, so the wall temperature is

$$T_s(\theta)=T_0+\tfrac32\,Ga\cos\theta. \tag{5}$$

Without the void, the same sphere in the solid would have the temperature $T_0+Ga\cos\theta$. The void enhances this variation by the factor $3/2$. The unit part is the imposed field; the extra half is the dipole field that turns the heat flow aside. Heat that would have crossed the void crowds past its equator, where the gradient in the solid is $\tfrac32G$. At the poles the gradient vanishes, since the flow stagnates there.

### The flux of atoms

Let $\nu_s$ be the number of mobile atoms per unit area and $D_s$ their surface diffusivity. The surface flux $\mathbf J_s$, the number of atoms crossing unit length of a line on the wall per unit time, is

$$\mathbf J_s=-\frac{\nu_sD_s}{kT}\left(\nabla_s\mu+\frac{Q^*}{T}\nabla_sT\right). \tag{6}$$

Here $\nabla_s$ is the gradient along the wall and $\mu$ is the capillary part of the chemical potential. The heat of transport $Q^*$ is defined by this equation. With this sign, $Q^*>0$ means that atoms drift towards the cold side.

The solid is concave at a void wall, so $\mu=-2\gamma\Omega/a$ relative to a flat surface, where $\gamma$ is the surface energy and $\Omega$ the atomic volume. For constant $\gamma$ this is the same everywhere on a sphere, and $\nabla_s\mu=0$. To leading order $T$ may be replaced by $T_0$ in the coefficients:

$$\mathbf J_s=-M\nabla_sT_s,\qquad M=\frac{\nu_sD_sQ^*}{kT_0^2}. \tag{7}$$

The component of the gradient along increasing $\theta$ is $(1/a)\,dT_s/d\theta=-\tfrac32G\sin\theta$, from (5). Thus

$$J_\theta=\tfrac32MG\sin\theta. \tag{8}$$

For $Q^*>0$ atoms run from the hot pole to the cold pole, fastest at the equator.

### From flux to velocity

Consider a small patch of wall. If more atoms leave it than arrive, the solid there is eaten away and the wall advances into the solid. Let $v_n$ be the wall velocity along the outward normal of the void. The volume lost by the solid per unit area and time is $\Omega$ times the net number of atoms leaving:

$$v_n=\Omega\,\nabla_s\cdot\mathbf J_s
=\frac{\Omega}{a\sin\theta}\frac{d}{d\theta}\left(\sin\theta\,J_\theta\right). \tag{9}$$

Inserting (8), and using $d(\sin^2\theta)/d\theta=2\sin\theta\cos\theta$,

$$v_n=\frac{3\Omega MG}{2a\sin\theta}\,2\sin\theta\cos\theta
=\frac{3\Omega MG}{a}\cos\theta. \tag{10}$$

A sphere that translates with velocity $V$ along $z$ has the normal velocity $V\cos\theta$, the projection of $V\hat{\mathbf z}$ on the normal. Equation (10) has this form. The sphere therefore moves without changing shape, which justifies the uniform $\mu$ used in (7). Writing $\delta=\nu_s\Omega$ for the thickness of the mobile layer, we obtain

$$\boxed{V=\frac{3D_s\delta\,Q^*G}{kT_0^2\,a}} \tag{11}$$

The velocity is measured relative to the distant lattice. For $Q^*>0$ the void moves to the hot side, against the atoms: they leave the hot wall and fill in the cold one. For $Q^*<0$ both directions reverse.

The factor 3 is the product of $3/2$ from the heat flow and $2$ from the surface divergence. With the undisturbed gradient on the wall, (11) would have a 2 in place of the 3.

### Why the velocity falls as the inverse radius

The same result follows from the motion of the void's centroid, and this route shows where the radius enters. The void volume is constant, because the integral of (9) over the closed wall vanishes. With the centre momentarily at the origin, the first moment of the void volume changes at the rate

$$\frac{4\pi a^3}{3}V=\oint z\,v_n\,dA
=\Omega\oint z\,\nabla_s\cdot\mathbf J_s\,dA
=-\Omega\oint J_{s,z}\,dA. \tag{12}$$

The last step is an integration by parts on a closed surface, with $\mathbf J_s\cdot\nabla_sz=J_{s,z}$. Since the unit vector of increasing $\theta$ has the $z$ component $-\sin\theta$, we have $J_{s,z}=-\tfrac32MG\sin^2\theta$, and

$$\oint J_{s,z}\,dA=-\tfrac32MG\,2\pi a^2\int_0^\pi\sin^3\theta\,d\theta=-4\pi MGa^2, \tag{13}$$

because the integral equals $4/3$. Division by the void volume gives $V=3\Omega MG/a$ again.

The surface gradient in (8) does not depend on $a$. The total atomic transport therefore grows with the wall area, as $a^2$, while the volume to be displaced grows as $a^3$. Their ratio is the $1/a$ law. It compares voids at the same $G$, $T_0$, $D_s$, $\delta$ and $Q^*$.

### A void that passes heat

A real void passes some heat by radiation. Take a black wall and a void much larger than the thermal wavelength. For two points on a sphere, the line joining them makes the same angle $\varphi$ with both normals and has length $2a\cos\varphi$. The fraction of the diffuse emission from one point that falls on unit area at the other is

$$\frac{\cos^2\varphi}{\pi(2a\cos\varphi)^2}=\frac1{4\pi a^2}. \tag{14}$$

This is independent of position, so the wall is irradiated uniformly. Each point receives the mean emission and gives off its own. To first order the net loss is $h(T_s-T_0)$ with $h=4\sigma T_0^3$, where $\sigma$ is the Stefan–Boltzmann constant. Conduction in the solid must supply it:

$$K\left.\frac{\partial T}{\partial r}\right|_{a}=h\,(T_s-T_0),\qquad \mathrm{Bi}=\frac{ha}{K}. \tag{15}$$

Insert (3) and set $b=B/(Ga^3)$. Then $1-2b=\mathrm{Bi}(1+b)$, so $b=(1-\mathrm{Bi})/(2+\mathrm{Bi})$, and the enhancement factor becomes

$$1+b=\frac{3}{2+\mathrm{Bi}}. \tag{16}$$

The velocity (11) is multiplied by $2/(2+\mathrm{Bi})$. For $\mathrm{Bi}\to0$ the factor in (16) returns to $3/2$. At $\mathrm{Bi}=1$ the void passes as much heat as the solid it replaces, and the wall has its undisturbed temperature. For $\mathrm{Bi}\gg1$ the wall becomes nearly isothermal and $V$ falls as $1/a^2$.

### Does the void stay spherical?

The mobility $M$ depends on temperature, mainly through $D_s\propto e^{-E_s/kT}$ with activation energy $E_s$. To first order, $M$ on the wall is multiplied by $1+\beta\cos\theta$, where

$$\beta=\left(\frac{E_s}{kT_0}-2\right)\frac{3Ga}{2T_0}. \tag{17}$$

The $-2$ comes from the factor $1/T^2$ in (7). In (13) the new term contributes $\int\sin^3\theta\cos\theta\,d\theta=0$, so the velocity of an exact sphere has no correction of first order in $\beta$. The local balance (9), however, acquires the term

$$\frac{3\Omega MG\beta}{2a\sin\theta}\frac{d}{d\theta}(\sin^2\theta\cos\theta)
=\frac{V\beta}{2}(3\cos^2\theta-1)=V\beta P_2, \tag{18}$$

with $P_2=(3\cos^2\theta-1)/2$. It stretches the void along the gradient if $\beta V>0$.

Capillarity opposes this. Let the wall be $r=a+uP_2$ with $u\ll a$. The sum of its principal curvatures is $2/a-2uP_2/a^2-u\nabla_s^2P_2$. Since $\nabla_s^2P_2=-6P_2/a^2$, the change of curvature is $4uP_2/a^2$, and the change of chemical potential is $\mu_1=-4\gamma\Omega uP_2/a^2$. The capillary flux in (6) then moves the wall at

$$-\frac{\delta D_s}{kT_0}\nabla_s^2\mu_1
=\frac{6\delta D_s}{kT_0a^2}\mu_1
=-\frac{24\gamma\Omega\delta D_s}{kT_0a^4}\,uP_2. \tag{19}$$

The distortion thus relaxes at the rate $\Gamma=24\gamma\Omega\delta D_s/(kT_0a^4)$. Compare $\Gamma$ with $|V|/a$, the rate at which the void moves through its own radius. From (11),

$$\frac{\Gamma}{|V|/a}=\frac{8\gamma\Omega T_0}{|Q^*|Ga^2}=\frac6\chi,\qquad
\chi=\frac{3|Q^*|Ga^2}{4\gamma\Omega T_0}. \tag{20}$$

The number $\chi$ is the thermal driving energy between equator and pole, $3|Q^*|Ga/(2T_0)$, divided by the capillary energy $2\gamma\Omega/a$. For $\chi\ll1$ the shape relaxes long before the void has moved by its radius. Balancing (18) and (19) gives $|u|/a=|V\beta|/(\Gamma a)=|\beta|\chi/6$. The effect of the distortion on the thermal flux has been left out here; it is smaller than (19) by a factor of order $\chi$. Because $\chi\propto a^2$, large voids lose this separation of rates. That alone does not make the sphere unstable: at first order the thermal flux turns a $P_2$ distortion into $P_1$ and $P_3$ terms, and the slowest small distortion still decays at the rate $\Gamma$. Once $\chi$ is of order 6 or more, however, this decay is no longer fast compared with the motion, and nothing shown here guarantees that the sphere survives a finite disturbance.

### Transport through the vapour

Atoms can also evaporate from the hot wall and condense on the cold one. If they cross without collisions, the argument of (14) applies to them too: arrivals are uniform, and each point emits $p/\sqrt{2\pi mkT}$ atoms per area and time, where $p$ is the equilibrium vapour pressure and $m$ the atomic mass. All arriving atoms are assumed to stick. With $d\ln p/dT=L/kT^2$, where $L$ is the heat of evaporation per atom, linearisation with (5) gives

$$V_{\rm vap}=\frac{\Omega p}{\sqrt{2\pi mkT_0}}\left(\frac{L}{kT_0}-\frac12\right)\frac{3Ga}{2T_0}. \tag{21}$$

For $L>kT_0/2$ this motion is towards the hot side whatever the sign of $Q^*$. It grows as $a$, since the temperature difference grows with $a$ and no divergence is taken along the wall. Its ratio to (11) grows as $a^2$.

### A micrometre void in hot copper

Take $a=1.0\ \mu$m, $T_0=1000$ K and $G=100$ K/cm. Rough values for copper are $D_s=10^{-5}$ cm²/s, $E_s=0.8$ eV, $\Omega=0.0118$ nm³, $\gamma=1.7$ J/m² and $K=350$ W/(m K). One atomic layer is taken as mobile, $\delta=\Omega^{1/3}=0.228$ nm. The heat of transport is an assumption, $Q^*=0.5$ eV.

The poles differ by $3Ga=30$ mK, against 20 mK in the undisturbed solid. With $Q^*/kT_0=5.80$ and $G/T_0=10$ m⁻¹, equation (11) gives

$$V=\frac{3(10^{-9})(2.277\times10^{-10})}{10^{-6}}(5.80)(10)\ \frac{\rm m}{\rm s}
=4.0\times10^{-11}\ \frac{\rm m}{\rm s}, \tag{22}$$

or 143 nm/h. The void moves by its own radius in 7.0 h. At fixed gradient and material parameters, other radii give:

| $a$ (μm) | $V$ (nm/h) | $\chi$ |
|---|---|---|
| 0.25 | 571 | 0.0019 |
| 0.50 | 285 | 0.0075 |
| 1.00 | 143 | 0.030 |
| 2.00 | 71 | 0.12 |

At 1 μm, $6/\chi=200$: the shape relaxes 200 times faster than the void passes through its radius. The relative change of $D_s$ from the mean to a pole is $1.4\times10^{-4}$, and the distortion $|\beta|\chi/6$ is below $10^{-6}$.

Several effects neglected above are small here, but shrinkage of the void need not be. The black-wall formula gives $\mathrm{Bi}=6.5\times10^{-7}$. This is only a rough guide, because the thermal wavelength at 1000 K, about 3 μm, exceeds the diameter of the void; but even a value ten thousand times larger would change $V$ by less than 1%. For a rough vapour pressure of $3\times10^{-6}$ Pa and $L=3.3$ eV, (21) gives $5\times10^{-6}$ of $V$. If $\gamma$ falls by $3\times10^{-4}$ J/(m² K), the capillary potential varies along the wall, and its gradient is $2\Omega|d\gamma/dT|T_0/(aQ^*)=9\times10^{-5}$ of the thermal term. With $\alpha=1$ cm²/s, $Va/\alpha=4\times10^{-13}$, so the steady heat flow is justified. For a lattice diffusivity $D_L=10^{-11}$ cm²/s, the lattice path compares with the surface path as $D_La/(D_s\delta)=4\times10^{-3}$ if the two heats of transport are equal; otherwise this number is multiplied by their ratio. If the vacancies are in local equilibrium throughout the solid, the lattice flux is moreover proportional to $\nabla T$. It then has no normal component at the insulating wall, by (1), and does not move the void at leading order.

Lattice diffusion can, however, shrink the void. If distant sinks hold the vacancies at equilibrium, capillarity reduces the radius at the rate $2\gamma\Omega D_L/(kT_0a^2)$. This is about 10 nm/h at 1 μm, but about 170 nm/h at 0.25 μm. The smaller void then vanishes in about half an hour, after moving less than two of its initial radii. The table therefore gives speeds at the stated radii, not distances covered over long times.

The conduction law itself sets a lower limit on size. With a heat-carrier mean free path of about 10 nm, the ratio to the radius is 0.01 at 1 μm but 0.1 at 0.1 μm. The factor $3/2$ should not be trusted for voids of a few tens of nanometres.

### Facets and the real material

The assumption most at risk is that atoms can be removed and added anywhere. The solid rises around a facet on a void wall, so a new layer can grow inwards from the rim. The removal of a layer from a perfect facet, however, must begin with a pit one layer deep. The driving energy available to the pit is limited. If the flux is blocked, (6) with $\mathbf J_s=0$ gives $\nabla_s\mu=-Q^*\nabla_sT/T$, so the potential difference built up between the poles is

$$\Delta\mu=\frac{3Q^*Ga}{T_0}=1.5\times10^{-5}\ {\rm eV\ per\ atom}. \tag{23}$$

Grant a pit the whole of this. Let a step cost the free energy $\epsilon$ per atomic length $\delta$, and let an atom occupy the area $\delta^2$. A pit of radius $R$ has the energy

$$E(R)=\frac{2\pi R\,\epsilon}{\delta}-\frac{\pi R^2\Delta\mu}{\delta^2}. \tag{24}$$

Setting $dE/dR=0$ gives $R_c=\epsilon\delta/\Delta\mu$, and the barrier is $E(R_c)=\pi\epsilon^2/\Delta\mu$. For an assumed $\epsilon=0.05$ eV, $R_c=759$ nm, comparable to the void itself, and the barrier is 524 eV. Thermal energy is $kT_0=0.086$ eV. Such a pit does not form. Since the barrier varies as $\epsilon^2$, a step energy ten times smaller would leave about 5 eV, some 60 times $kT_0$. Both values need a facet wider than $R_c$. For an otherwise isotropic $\gamma$, the equilibrium facet has the radius $a\epsilon/(\gamma\delta^2)$, about 90 nm for $\epsilon=0.05$ eV and 9 nm for the smaller value, and a pit on it reaches the rim at about 120 eV and 1.2 eV. This counts the thermal drive alone. Capillarity can lower the barrier. An atom taken from the facet and placed on a rough, curved part of the wall reduces the wall area there and gains about $2\gamma\Omega/a$, here about 17 times $\Delta\mu$. With this gain added to $\Delta\mu$ in (24), the barrier for $\epsilon=0.05$ eV is about 30 eV, still more than 300 times $kT_0$. For a step energy ten times smaller it is only about 0.3 eV, or 3 to 4 times $kT_0$, and pits can form. Capillarity does not drive the void along, however: at the equilibrium shape, the cost of the step cancels the gain once a whole layer has been removed.

In copper, as in other crystals, voids can be faceted, and $D_s$ depends on surface orientation and on impurities. The value of $D_s$ used here is a rough and rather high one. $V$ is proportional to it: a value ten times smaller gives 14 nm/h at 1 μm, comparable to the shrinkage rate found above. If there are perfect facets on the side that is eaten away, and their step energy is near the value assumed here, they need a standing source of steps, such as a dislocation with a screw component that ends on the facet. Rough regions between the facets do not replace it: their steps can fill a facet, but they cannot start the removal of its next layer. Without such a source the velocity by this mechanism can drop from 143 nm/h to practically zero. With one it depends on the supply of steps and on the shape of the void, and this model does not give its value. The chosen gradient is also steep for copper: it requires a heat flux $KG=3.5$ MW/m². The value of $Q^*$ is assumed, and even its sign is not established here; $V$ is proportional to it, and a negative value would send the void to the cold side. The 143 nm/h is therefore an estimate for a wall with freely available steps and the assumed $Q^*$, not a prediction for a given copper part.

Numerical values quoted here were computed with a short program.
